\section*{Normal-incidence phonon transmission through a massless spring joint, part 1}

(Sections cited here and not found follow in the second part.)

\section{The spring joint: theorem and proof}

\subsection{What dimensions and symmetry fix}

Two elastic media meet at a plane joint, and a longitudinal wave of angular frequency $\omega$ strikes the joint at right angles. Medium $i$ ($i=1,2$) has mass density $\rho_i$ and longitudinal sound speed $c_i$. The joint is a spring layer without mass, described by its stiffness $K$ per unit area: a tensile stress $\sigma$ opens it by $\sigma/K$. We ask for $T$, the fraction of the incident energy flux that is transmitted.

All equations are linear, so $T$ cannot depend on the wave's amplitude. It can depend on the six quantities $\rho_1,\rho_2,c_1,c_2,K,\omega$. Their dimensions are
\begin{equation}
[\rho]=\frac{\mathrm{kg}}{\mathrm{m^3}},\qquad
[c]=\frac{\mathrm{m}}{\mathrm{s}},\qquad
[K]=\frac{\mathrm{N/m^2}}{\mathrm{m}}=\frac{\mathrm{kg}}{\mathrm{m^2\,s^2}},\qquad
[\omega]=\frac{1}{\mathrm{s}} .
\end{equation}
Six quantities built from three base units leave three independent dimensionless groups. Since $[\rho c]=\mathrm{kg\,m^{-2}\,s^{-1}}$, the ratio $K/(\rho c)$ is a frequency, and we may write
\begin{equation}
T=F\!\left(\frac{\rho_1}{\rho_2},\,\frac{c_1}{c_2},\,\frac{\omega\rho_1c_1}{K}\right).
\label{eq:dim}
\end{equation}

Three conclusions follow before any wave equation is solved. First, frequency enters through $\omega/K$ alone. For a rigid joint, $1/K=0$, the third group vanishes and $T$ is the same at all frequencies: densities and speeds by themselves contain no frequency with which $\omega$ could be compared. Any frequency dependence must come from the compliance $1/K$. Secondly, raising $\omega$ at fixed $K$ has the same effect on $T$ as lowering $K$ at fixed $\omega$. A joint with $K\to0$ carries no stress and transmits nothing, so $T\to0$ as $\omega\to\infty$. Thirdly, the equations of motion have real coefficients, so the complex conjugate of a solution at $\omega$ is a solution at $-\omega$. Conjugation leaves squared moduli unchanged, and $T$ is therefore an even function of $\omega$.

This argument shows that $T$ tends to its rigid-joint value as $\omega\to0$ and to zero as $\omega\to\infty$. It gives neither the rigid-joint value nor the shape of the curve, nor does it show that $T$ falls steadily in between. Those are the content of the theorem.

\subsection{Assumptions and statement}

The assumptions are as follows.
\begin{enumerate}
\item Each medium is a uniform, lossless, linear elastic half-space without dispersion. Medium 1 fills $x<0$ and medium 2 fills $x>0$.
\item The motion is longitudinal and depends on $x$ and time alone (normal incidence on a flat, laterally uniform joint).
\item The joint has no mass and no loss, and responds linearly with a stiffness $0<K<\infty$. Its rest thickness is left out of the coordinate $x$.
\end{enumerate}
The acoustic impedance of medium $i$ is $Z_i=\rho_ic_i$.

\paragraph{Theorem.} Under these assumptions the transmitted fraction of the incident energy flux is
\begin{equation}
T(\omega)=\frac{4Z_1Z_2}{(Z_1+Z_2)^2+(\omega Z_1Z_2/K)^2}
=\frac{T_0}{1+(\omega/\omega_c)^2},
\label{eq:main}
\end{equation}
\begin{equation}
T_0=\frac{4Z_1Z_2}{(Z_1+Z_2)^2},\qquad
\omega_c=K\left(\frac1{Z_1}+\frac1{Z_2}\right).
\label{eq:T0wc}
\end{equation}
The remainder $R=1-T$ is reflected. $T$ has the same value for incidence from either side, and it decreases strictly as $\omega$ grows from zero. For a rigid joint $T=T_0$ at every frequency.

The proof uses two lemmas, one about travelling waves and one about the joint.

\subsection{Stress and energy flux of a travelling wave}

Let $u(x,t)$ be the displacement along $x$ and $\sigma$ the normal stress, positive in tension. With the longitudinal modulus $M=\rho c^2$, Hooke's law and Newton's law in the bulk read
\begin{equation}
\sigma=M\frac{\partial u}{\partial x},\qquad
\rho\frac{\partial^2u}{\partial t^2}=\frac{\partial\sigma}{\partial x}.
\label{eq:bulk}
\end{equation}
Physical fields are the real parts of complex ones with the time factor $e^{-i\omega t}$, $\omega>0$. Inserting $u=Ue^{i(\pm kx-\omega t)}$ gives $-\rho\omega^2=-Mk^2$, hence $k=\omega/c$. The upper sign describes a wave moving towards $+x$.

\paragraph{Lemma 1.} A wave moving towards $\pm x$ has $\sigma=\pm i\omega Zu$ and carries the mean energy flux $\pm\tfrac12\omega^2Z|U|^2$ in the $+x$ direction. When both waves are present in one medium, their fluxes add without a cross term.

\paragraph{Proof.} Differentiation gives $\sigma=\pm iMku$, and
\begin{equation}
Mk=\rho c^2\,\frac{\omega}{c}=\omega\rho c=\omega Z .
\end{equation}
For the flux, consider a plane at fixed $x$. In tension the material on its right pulls the material on its left towards $+x$ with force $\sigma$ per area. By reaction, the left part acts on the right part with force $-\sigma$. The power passed to the right per unit area is thus $-\sigma v$, where $v=\partial u/\partial t$ and both factors are real fields.

For complex amplitudes $a$ and $b$,
\begin{equation}
\mathrm{Re}(ae^{-i\omega t})\,\mathrm{Re}(be^{-i\omega t})
=\tfrac12\mathrm{Re}(ab^*)+\tfrac12\mathrm{Re}(ab\,e^{-2i\omega t}),
\end{equation}
and the last term averages to zero over a period. The mean flux is therefore $J=-\tfrac12\mathrm{Re}(\sigma v^*)$.

Now let $A$ and $B$ be the amplitudes, at the chosen plane, of the waves moving towards $+x$ and $-x$. Then $\sigma=i\omega Z(A-B)$ and $v=-i\omega(A+B)$, so $v^*=i\omega(A^*+B^*)$. Because $i\cdot i=-1$ cancels the leading minus sign,
\begin{align}
J&=\tfrac12\omega^2Z\,\mathrm{Re}\big[(A-B)(A^*+B^*)\big]\nonumber\\
&=\tfrac12\omega^2Z\big[|A|^2-|B|^2+\mathrm{Re}(AB^*-BA^*)\big].
\end{align}
The number $AB^*-BA^*$ is a quantity minus its own conjugate. It is purely imaginary and drops out. What remains is the sum of the two separate fluxes. $\square$

The ratio $|\sigma/v|=Z$ explains why density and speed will enter the answer only through their product: the joint sees each medium through the stress that accompanies a given velocity.

\subsection{What the joint imposes}

\paragraph{Lemma 2.} Let $u_1,\sigma_1$ be the fields on the left face of the joint and $u_2,\sigma_2$ those on its right face. Then
\begin{equation}
\sigma_1=\sigma_2\equiv\sigma,\qquad u_2-u_1=\frac{\sigma}{K}.
\label{eq:jump}
\end{equation}

\paragraph{Proof.} Medium 2 pulls the layer towards $+x$ with $\sigma_2$ per area, and medium 1 pulls it towards $-x$ with $\sigma_1$. The net force $\sigma_2-\sigma_1$ equals mass per area times acceleration. The mass is zero and the acceleration finite, so the stresses are equal. The layer is then a spring under tension $\sigma$. It lengthens by $u_2-u_1$, and the definition of $K$ gives the second relation. $\square$

The displacement jumps although the stress does not. A rigid joint, $1/K=0$, restores continuity of both.

\subsection{Proof of the theorem}

\paragraph{Amplitudes.} Let a wave of unit amplitude arrive from medium 1. With the common factor $e^{-i\omega t}$ omitted,
\begin{equation}
u_1=e^{ik_1x}+r\,e^{-ik_1x}\quad(x<0),\qquad
u_2=t\,e^{ik_2x}\quad(x>0).
\end{equation}
Medium 2 contains no wave moving towards $-x$, since nothing is sent in from that side. Lemma 1 gives the stresses at $x=0$, and equation \eqref{eq:jump} then yields
\begin{align}
i\omega Z_1(1-r)&=i\omega Z_2t, \label{eq:stressbal}\\
t-(1+r)&=\frac{i\omega Z_2t}{K}. \label{eq:opening}
\end{align}
From \eqref{eq:stressbal}, $r=1-Z_2t/Z_1$. Substitution in \eqref{eq:opening} gives
\begin{equation}
t-2+\frac{Z_2}{Z_1}t=\frac{i\omega Z_2}{K}t
\quad\Longrightarrow\quad
t\left(1+\frac{Z_2}{Z_1}-\frac{i\omega Z_2}{K}\right)=2 .
\end{equation}
Multiplying by $Z_1$ and introducing the abbreviations
\begin{equation}
b=\frac{\omega Z_1Z_2}{K},\qquad D=Z_1+Z_2-ib,
\end{equation}
we obtain
\begin{equation}
t=\frac{2Z_1}{D},\qquad
r=\frac{D-2Z_2}{D}=\frac{Z_1-Z_2-ib}{D}.
\label{eq:rt}
\end{equation}
The real part of $D$ is positive, so the solution exists and is unique.

\paragraph{Energy.} By Lemma 1 the incident flux is $\tfrac12\omega^2Z_1$ and the transmitted flux $\tfrac12\omega^2Z_2|t|^2$. Their ratio is
\begin{equation}
T=\frac{Z_2}{Z_1}|t|^2=\frac{Z_2}{Z_1}\,\frac{4Z_1^2}{|D|^2}
=\frac{4Z_1Z_2}{(Z_1+Z_2)^2+b^2},
\end{equation}
which is the first form in \eqref{eq:main}. The factor $Z_2/Z_1$ is needed because equal displacement amplitudes carry different fluxes in different media. Dividing numerator and denominator by $(Z_1+Z_2)^2$ and using
\begin{equation}
\frac{b}{Z_1+Z_2}=\frac{\omega}{K}\,\frac{Z_1Z_2}{Z_1+Z_2}=\frac{\omega}{\omega_c}
\end{equation}
gives the second form. The reflected fraction is
\begin{equation}
R=|r|^2=\frac{(Z_1-Z_2)^2+b^2}{(Z_1+Z_2)^2+b^2}.
\end{equation}
Since $(Z_1-Z_2)^2+4Z_1Z_2=(Z_1+Z_2)^2$, the numerators of $R$ and $T$ add up to their common denominator, and $R+T=1$.

\paragraph{Exchange of sides.} Incidence from medium 2 is the mirror image of the same problem with the labels 1 and 2 exchanged. Expression \eqref{eq:main} is unchanged by this exchange.

\paragraph{Decrease with frequency.} Differentiating the second form of \eqref{eq:main},
\begin{equation}
\frac{dT}{d\omega}=-\frac{2T_0\,\omega}{\omega_c^2}\,
\frac{1}{\big[1+(\omega/\omega_c)^2\big]^2}<0\qquad(\omega>0).
\end{equation}
For $1/K=0$ we have $b=0$ at every frequency and $T=T_0$. $\square$

\subsection{Remarks on the physics}

\paragraph{Remark 1: compliance and mismatch play separate parts.} The impedance mismatch sets the ceiling $T_0\le1$, and the compliance sets the fall below it. For two equal media, $Z_1=Z_2=Z$, the ceiling is 1 and
\begin{equation}
T=\frac{1}{1+(\omega Z/2K)^2}.
\end{equation}
The fall is still there, so it does not need a mismatch. With a mismatch and a rigid joint there is loss of transmission but no fall.

\paragraph{Remark 2: the missing energy is reflected.} The opening of the joint, $\delta=u_2-u_1$, has the rate $-i\omega\delta$. The mean power fed into the spring is
\begin{equation}
\tfrac12\mathrm{Re}\big[\sigma(-i\omega\delta)^*\big]
=\tfrac12\mathrm{Re}\big[i\omega K|\delta|^2\big]=0 .
\label{eq:springpower}
\end{equation}
Stress and opening rate are a quarter period apart. The spring takes up energy during part of the cycle and returns all of it.

\paragraph{Remark 3: how the opening grows.} Combining $\delta=i\omega Z_2t/K$ with \eqref{eq:rt} gives $\delta=2ib/D$, and therefore
\begin{equation}
|\delta|=\frac{2\,\omega/\omega_c}{\sqrt{1+(\omega/\omega_c)^2}}
\label{eq:delta}
\end{equation}
per unit incident amplitude. At low frequency the stress $\omega Z_2|t|$ is small, the spring hardly opens, and the two faces move together. Then $T\simeq T_0(1-\omega^2/\omega_c^2)$. At $\omega=\omega_c$ half of $T_0$ remains.

At high frequency $|\delta|\to2$. Equation \eqref{eq:rt} then gives $r\to1$ and $t\to0$: the face of medium 1 moves almost as a free surface, with twice the incident amplitude, while the face of medium 2 is nearly at rest. The spring force has magnitude $2K$. It drives medium 2 with displacement amplitude $2K/(\omega Z_2)$, so that
\begin{equation}
T\simeq\frac{Z_2}{Z_1}\left(\frac{2K}{\omega Z_2}\right)^2
=\frac{4K^2}{\omega^2Z_1Z_2}\qquad(\omega\gg\omega_c).
\label{eq:high}
\end{equation}
The right-hand side equals $T_0\omega_c^2/\omega^2$. Compared with \eqref{eq:main}, it is too large by the relative amount $\omega_c^2/\omega^2$. The mechanism is now visible. For a given incident displacement, the stress needed to carry the wave across grows in proportion to $\omega$, whereas the stress that the spring can supply is limited to about $2K$.

\paragraph{Remark 4: a condition on the stiffness.} At fixed frequency and fixed impedances, a stiffer joint transmits more, and $T$ approaches $T_0$ as $K\to\infty$. To keep at least nine tenths of $T_0$ one needs $1+(\omega/\omega_c)^2\le10/9$, that is $\omega\le\omega_c/3$, or
\begin{equation}
K\ge\frac{3\,\omega Z_1Z_2}{Z_1+Z_2}.
\end{equation}
This condition is bound to the assumptions of the theorem. In particular it assumes that the joint's mass may be neglected, which is examined next.

\section{Range of validity, heat, and a film on germanium}

\subsection{Symbols and results carried over}

Medium $i$ has density $\rho_i$, longitudinal speed $c_i$, modulus $M_i=\rho_ic_i^2$ and impedance $Z_i=\rho_ic_i$. The joint has stiffness $K$ per area, and the time factor is $e^{-i\omega t}$. For unit incident amplitude in medium 1, $r$ and $t$ are the reflected and transmitted displacement amplitudes. A massless spring joint obeys
\begin{equation}
\sigma=i\omega Z_1(1-r)=i\omega Z_2t,\qquad \frac{\sigma}{K}=t-(1+r),
\label{eq:carry}
\end{equation}
with the solution $t=2Z_1/(Z_1+Z_2-ib)$, where $b=\omega Z_1Z_2/K$, and
\begin{equation}
T=\frac{4Z_1Z_2}{(Z_1+Z_2)^2+b^2}=\frac{T_0}{1+(\omega/\omega_c)^2},\qquad
\omega_c=K\left(\frac1{Z_1}+\frac1{Z_2}\right).
\label{eq:carryT}
\end{equation}
Here $T_0=4Z_1Z_2/(Z_1+Z_2)^2$ is the value for a rigid joint. A wave of amplitude $U$ carries the mean flux $\tfrac12\omega^2Z|U|^2$.

For a massless, lossless spring joint at normal incidence, the transmitted energy fraction is now proved to fall steadily with frequency from its rigid-joint value, with the missing energy reflected. It remains to examine how the joint's mass, the atomic structure of the media and other neglected effects change this result, and to apply it to a thermal beam and a film on germanium.
